How far the Schrödinger kernel approximates the timelike Feynman propagator

**Question.** A free particle of mass m is created at the origin and detected after a time t at a distance r < t. How fast does its Feynman propagator fall with the proper time between the two events, and how large is the error if the propagator is replaced by the free Schrödinger kernel? Is it enough that r is much smaller than t?

**Answer.**

**The amplitude as a sum over momenta**

Take ħ = c = 1, so that lengths and times are measured in 1/m. Hartree units would scatter powers of c through the algebra; they return when the main results are converted for an electron. Consider first a free scalar field,

φ(x) = ∫ d³p / [(2π)³ √(2E)] [a(p) exp(−iEt + ip·r) + h.c.],

with E = √(m² + p²) and [a(p), a†(q)] = (2π)³ δ³(p − q). The propagator is the time-ordered vacuum average D = ⟨0|T φ(x) φ(0)|0⟩. For t > 0 the field φ(x) stands on the left. Only its annihilation part, paired with the creation part of φ(0), survives between vacuum states, and the commutator removes one momentum integral:

D(t,r) = ∫ d³p / [(2π)³ 2E] exp(−iEt + ip·r).

The time is understood as t − i0, which damps large momenta. For t < 0 the operators change places and t is replaced by |t|, so t > 0 suffices. The separation is timelike, with proper time τ = √(t² − r²).

**Where the phase is stationary**

The phase of the integrand is Φ(p) = p·r − E(p)t. When it is large, neighbouring momenta cancel except where its gradient vanishes. Since ∂E/∂p = p/E, the condition is

r = t p/E.

The contributing momentum is that of a classical particle whose velocity takes it from the origin to r in the time t. With v = r/t, a particle of speed v has E = m/√(1 − v²), and √(1 − v²) = τ/t. Hence

E* = mt/τ,  p* = m r/τ.

There is one such point for each v < 1. The phase there is

Φ* = m r²/τ − m t²/τ = −mτ.

This is the origin of the factor exp(−imτ): the particle's phase advances at the rate m in its own proper time.

The second derivatives of E determine how many momenta contribute:

∂²E/∂pᵢ∂pⱼ = δᵢⱼ/E − pᵢpⱼ/E³.

In the two directions transverse to p the eigenvalue is 1/E. Along p it is 1/E − p²/E³ = m²/E³. After multiplication by t, the product of the three eigenvalues at p* is

t³m²/E*⁵ = t³m² τ⁵/(m⁵t⁵) = τ⁵/(m³t²).

Near p* the phase is −mτ minus half a quadratic form with these positive eigenvalues. Each principal direction gives a Gaussian integral, made convergent by a small damping:

∫ dq exp(−iλq²/2) = √(2π/λ) exp(−iπ/4).

The three directions together give

(2π)^(3/2) exp(−3iπ/4) m^(3/2) t τ^(−5/2).

The slowly varying weight is taken at p*, where 1/[(2π)³ 2E*] = τ/[(2π)³ 2mt]. In the product t cancels and one power of τ is recovered:

D ≈ (1/2m) [m/(2πiτ)]^(3/2) exp(−imτ),

where i^(−3/2) means exp(−3iπ/4). For mτ ≫ 1 the propagator therefore falls as τ^(−3/2): doubling the proper time divides its modulus by 2^(3/2), about 2.8.

The power has a classical reading. Particles leaving one point with different momenta spread out, and the momentum volume that arrives in a unit volume of space is the inverse of the determinant, m³t²/τ⁵. Multiplying it by the squared relativistic weight (m/E*)² = τ²/t² gives m³/τ³. This is (2π)³ |2mD|², so the amplitude itself carries τ^(−3/2).

**How large the correction is**

The measure d³p/2E and the phase Et − p·r are Lorentz invariant, so D depends on t and r through τ alone. Each plane wave also satisfies the Klein–Gordon equation, because −E² + p² + m² = 0. To use this, take derivatives with ∂τ/∂t = t/τ and ∂τ/∂xᵢ = −xᵢ/τ. A prime denotes d/dτ:

∂²D/∂t² = (t²/τ²) D″ + (1/τ − t²/τ³) D′,

∇²D = (r²/τ²) D″ − (3/τ + r²/τ³) D′.

Subtracting the second line from the first, and using t² − r² = τ², gives

D″ + (3/τ) D′ + m²D = 0.

Now set D = τ^(−3/2) f. Then

D′ = τ^(−3/2) [f′ − 3f/(2τ)],

D″ = τ^(−3/2) [f″ − 3f′/τ + 15f/(4τ²)].

The terms in f′ cancel, and 15/4 − 9/2 = −3/4 remains:

f″ + [m² − 3/(4τ²)] f = 0.

Stationary phase has selected the solution that starts as exp(−imτ), and it has fixed the constant in front. For the next term try f ∝ exp(−imτ)(1 + a/τ). Its second derivative is

f″ ∝ exp(−imτ) [−m²(1 + a/τ) + 2ima/τ² + 2a/τ³].

The terms of order 1/τ² in the equation require 2ima − 3/4 = 0, so a = −3i/(8m). Thus

D = (1/2m) [m/(2πiτ)]^(3/2) exp(−imτ) [1 − 3i/(8mτ) + …].

The leading form has a relative error of about 3/(8mτ). To this order the correction is imaginary and shifts the phase; the modulus changes first at order 1/(mτ)².

The condition is mτ ≫ 1, which is stronger than mt ≫ 1 close to the light cone. There τ² = (t − r)(t + r) ≈ 2t(t − r), so mτ falls to one when t − r ≈ 1/(2m²t). Well inside this layer the mass can be neglected at leading order. Doing the angular integral with E = p then gives

D ≈ [1/(4π²r)] ∫₀^∞ dp sin(pr) exp(−ipt) = −1/(4π²τ²).

The last step uses ∫₀^∞ dp sin(pr) exp(−sp) = r/(r² + s²) with s = it. The decay is now τ^(−2). The moduli of the two limiting forms are equal when

m^(1/2) τ^(−3/2) / [2(2π)^(3/2)] = 1/(4π²τ²),

that is, at τ = 2/(πm). The change from one power to the other therefore takes place at a proper time of order 1/m.

**From the propagator to the kernel**

For slow motion, separate the rapid rest-energy phase from the field by writing

φ = [exp(−imt) ψ + h.c.]/√(2m).

In the vacuum average only ψ(x)ψ†(0) contributes, so its amplitude is 2m exp(imt) D. This is the quantity to compare with the Schrödinger kernel

K(t,r) = ∫ d³p/(2π)³ exp(ip·r − ip²t/2m).

Completing the square gives

p·r − p²t/2m = mr²/(2t) − (t/2m)(p − mr/t)².

The same three Gaussian integrals, now with λ = t/m, yield

K = [m/(2πit)]^(3/2) exp[imr²/(2t)].

To compare the two, expand the proper time at small v = r/t:

mτ = mt √(1 − v²) = mt − mr²/(2t) − mr⁴/(8t³) − mr⁶/(16t⁵) − …

The first term cancels against exp(imt), and the second produces the phase of K. The ratio of the two amplitudes is therefore

2m exp(imt) D/K = (1 − v²)^(−3/4) exp(iΔ) [1 − 3i/(8mτ) + …],

Δ = mt(v⁴/8 + v⁶/16 + …).

If all corrections are small, expanding each factor to first order gives

2m exp(imt) D/K − 1 ≈ 3v²/4 + i[mtv⁴/8 − 3/(8mt)].

At second order the phase adds −Δ²/2 to the real part, and the expansion in 1/(mτ) adds a real term of order 1/(mt)². So 3v²/4 describes the real part only while Δ² ≪ v² and mr ≫ 1.

The formula shows that r ≪ t is not enough. This condition makes the amplitude correction 3v²/4 small, but the phase correction mtv⁴/8 contains the large number mt. The kernel approximates the propagator point by point when

mt ≫ 1,  r ≪ t,  mr⁴/(8t³) ≪ 1.

The third condition is physical. The energy expands as E = m + p²/2m − p⁴/(8m³) + …, and K omits the last term shown. That term contributes +tp⁴/(8m³) to the phase −Et. At the nonrelativistic stationary momentum p = mr/t this equals mr⁴/(8t³). A small error in the energy thus accumulates for as long as the particle travels. With ħ and c restored, the phase error is mr⁴/(8ħc²t³).

For an electron, spin must be added. The Dirac propagator S = ⟨0|T ψ ψ̄|0⟩, where ψ is now the Dirac field, is (iγ^μ∂_μ + m)D. At leading order the derivatives act on exp(−imτ) and return the classical energy and momentum:

S ≈ (γ⁰E* − γ·p* + m) D.

For slow motion the matrix becomes m(γ⁰ + 1) = 2m(1 + γ⁰)/2. The factor 2m is the one needed above, and (1 + γ⁰)/2 keeps the two upper components in the standard representation, where γ⁰ = diag(1, 1, −1, −1). The accumulating phase error mr⁴/(8t³) is that of D, but the smaller corrections differ. In the upper block the spatial γ matrices have no entries, so S = (i∂/∂t + m)D there, and i∂(ln D)/∂t = (t/τ)[m − 3i/(2τ) + …]. With t/τ ≈ 1 + v²/2 this gives S = 2m[1 + v²/4 − 3i/(4mt) + …]D, so in this block exp(imt) S/K − 1 ≈ v² + i[mtv⁴/8 − 9/(8mt)]. The blocks that join upper and lower components come from −γ·p*. Their size relative to K is about p*/(2m) ≈ v/2, so the full matrix has, besides the accumulated phase error, an error of first order in v. The three conditions above are unchanged, because r ≪ t makes this error small as well.

**A numerical case**

Choose mt = 1000 and mr = 50, so v = 0.05. Then

mτ = √(1000² − 50²) = 998.75,

p* = 50m/998.75 = 0.0501m,  E* = 1000m/998.75 = 1.00125m.

The width of the contributing momenta along r is √(E*³/(m²t)) = 0.0317m, and across r it is √(E*/t) = 0.0316m. Both are small compared with m, the scale on which E changes its form, so the quadratic expansion is justified.

A value of D that does not rely on this expansion comes from the momentum integral. The angular integration gives ∫dΩ exp(ip·r) = 4π sin(pr)/(pr). Because p sin(pr)/E is even in p, the radial integral can be extended to the whole line:

D = [1/(8π²ir)] ∫ dp (p/E) exp(ipr − iEt),  −∞ < p < ∞.

On the real line this oscillates without decaying. I therefore integrated along p = p* + s exp(−iπ/4) with s real. For large |s| the integrand then falls exponentially, as exp[−(t − r)s/√2] on one side and exp[−(t + r)|s|/√2] on the other. The square root in E has cuts running outward from p = ±im. The tilted line crosses the imaginary axis at ip*, below im, so it meets no cut. The sum used equal steps in x, with s proportional to sinh x.

The result is |D| = 1.0058 × 10⁻⁶ m², the same to these digits as the leading form. The complex values differ by 3.8 × 10⁻⁴ relative to the leading form, as expected from 3/(8 × 998.75). The comparison with the kernel reads

2m exp(imt) D = (0.9021 − 1.7980i) × 10⁻⁶ m³,

K = (0.8996 − 1.7950i) × 10⁻⁶ m³.

Their ratio minus one is 0.00188 + 0.00041i. The estimate gives 3 × 0.05²/4 = 0.00188 for the real part. For the imaginary part it gives

1000 × 0.05⁴/8 − 3/(8 × 1000) = 0.00078 − 0.00038 ≈ 0.00041,

where the last figure follows from the unrounded terms. The kernel is accurate to about 0.2% here, and most of the error is in the amplitude.

**The same speed at a later time**

Keep v = 0.05 but let the particle travel a thousand times longer, to mt = 10⁶. The amplitude correction is unchanged. The quartic phase grows a thousandfold, from 0.00078 to 0.78 rad. The momentum integral now gives |2m exp(imt)D/K − 1| = 0.76, so the kernel has a 76% error relative to its own modulus although r is still one twentieth of t.

Other speeds show the steep dependence on v:

- At mt = 1000 and v = 0.2, the quartic phase is 0.200 rad and the relative difference is 0.21.
- At mt = 10⁶ and v = 0.02, the quartic phase is 0.020 rad and the relative difference is 0.020.
- At mt = 10⁶ and v = 0.1, the quartic phase is 12.5 rad, yet the relative difference is only 0.0083.

The last value looks like a success of the kernel, but it is an accident of phase. With the higher terms included, Δ = 12.563 rad, which is 0.003 rad short of two full turns, 4π = 12.566. What remains is mainly the amplitude correction, 3 × 0.1²/4 = 0.0075. The agreement is lost at nearby distances. The local wave number of D is mr/τ and that of K is mr/t, so Δ changes with r at the rate

mr/τ − mr/t ≈ mv³/2 = 0.0005m.

A change of r by 2000/m, which is 2% of the distance, shifts the relative phase by about one radian. A small difference at one point is therefore no sign that the kernel holds in a region around it.

**How the range of validity scales**

Let δ be the largest acceptable phase error, with δ well below one. Setting mtv⁴/8 = δ gives

v_max = [8δ/(mt)]^(1/4),  r_max = (8δt³/m)^(1/4).

The permitted speed falls slowly, as t^(−1/4), while the permitted distance grows as t^(3/4). The region in which the kernel works expands, but it occupies a shrinking fraction of the light cone. This estimate keeps only the quartic phase. It therefore needs v_max ≪ 1, and δ must be much larger than the neglected phase 3/(8mt).

For δ = 0.1 and mt = 1000,

v_max = (0.8/1000)^(1/4) = 0.168,  r_max = 168/m.

The momentum integral gives a phase difference of 0.101 rad at this distance. For mt = 10⁶ the speed limit drops to 0.0299 and the distance rises to 2.99 × 10⁴/m, where the phase difference is 0.100 rad. The distance has grown by 1000^(3/4), about 178, while the time has grown by 1000.

For the electron mass, 1/m is α bohr as a length and α² atomic units as a time, where α is the fine-structure constant. The two cases become r_max = 1.23 bohr at t = 0.0533 atomic units, and r_max = 218 bohr at t = 53.3 atomic units. These are limits on the phase error of the free kernel at a point; they do not include a binding potential. For the electron the blocks that join upper and lower components add an error of about v/2, which is about 0.09 at the first distance, as large as δ itself, and 0.015 at the second.

For a packet of given momentum p the same error reads tp⁴/(8m³) and grows linearly with time. It reaches δ at t = 8δm³/p⁴, so halving the momentum makes this time sixteen times longer. At the central momentum this is a phase common to the whole packet; it matters when the packet interferes with another wave, while its variation with p governs the position. In free motion this error is a phase for each momentum, so it leaves the momentum distribution unchanged. It does change where the packet is found: the velocity p/E is smaller than p/m by about p³/(2m³), and the displacement between the two predictions is tp³/(2m³). This displacement is a fixed fraction p²/(2m²) of the distance travelled. Whether it matters depends on the width of the packet, which grows at late times as tσ/m for a momentum spread σ. The ratio of displacement to width therefore levels off at p³/(2m²σ): about 0.1 for p = 0.1m and σ = 0.005m, and about 1 for σ = 0.0005m. The Schrödinger description thus gives the right momenta at late times, and it misplaces the packet by a full width or more only when σ is as small as p³/(2m²).

Numbers in the example were calculated in double precision.
